# Why a Uniform Background Leaves a Charged Slab's Work Function Undefined

Consider a metal slab whose two faces are alike, carrying net charge $\sigma$ per unit area (both faces together), repeated periodically with cell length $L$ along its normal $z$. A uniform charge density $-\sigma/L$ neutralises the cell. After averaging over the planes parallel to the surface, the potential depends on $z$ alone. If the metal responds linearly, the shift of its work function caused by the charge is proportional to $\sigma$. The remaining quantities are $\varepsilon_0$, $L$ and an effective slab thickness $d$, and the energy that can be built from them is

$$
\Delta W=\frac{e\sigma L}{\varepsilon_0}\,f\!\left(\frac dL\right),
$$

with $f$ a pure number. For $\Delta W$ to settle to a constant in long cells, $f$ would have to vanish as $1/L$. But when $L\gg d$ the slab is a thin charged sheet in a uniform background, and $f$ tends to the value $f(0)$ for that sheet. Unless $f(0)$ is zero, the size of the shift grows in proportion to the cell length once $L\gg d$. The derivation below gives $f(0)=1/8$.

## The belief and its appeal

The belief is this: a charged periodic cell has a divergent electrostatic energy, the uniform background removes the divergence, and so the work function can be read in the middle of the vacuum, as for a neutral slab.

The first part is sound. Poisson's equation for the averaged potential $\phi$ is $\phi''=-\rho_{\rm tot}/\varepsilon_0$. Integrated over one cell, the left side gives the difference of $\phi'$ between equivalent points, which is zero for a periodic potential. The total charge must therefore vanish. Dropping the $G=0$ Fourier component of the charge density is the same as adding the background, and the calculation then has a finite answer.

The second part is tempting for two reasons. A neutral slab does behave well: in the model used below its work function is 3.411 eV in cells of both 4 nm and 8 nm. And for a charged slab the mirror symmetry makes the field vanish at mid-vacuum, so that a plot of the potential looks level there. A point of zero slope, however, is not a plateau.

## The vacuum potential is a parabola

Put the slab centre at $z=0$ and mid-vacuum at $z=L/2$. Let $\rho(z)$ be the slab's own averaged charge density, ions and electrons together. Then

$$
\phi''(z)=-\frac{1}{\varepsilon_0}\left[\rho(z)-\frac{\sigma}{L}\right].
$$

Outside the electron tail $\rho=0$, which leaves

$$
\phi''=\frac{\sigma}{\varepsilon_0L}.
$$

Integrate once from mid-vacuum, where symmetry gives $\phi'(L/2)=0$, and then once more:

$$
\phi'(z)=\frac{\sigma}{\varepsilon_0L}\left(z-\frac L2\right),\qquad
\phi(z)=\phi(L/2)+\frac{\sigma}{2\varepsilon_0L}\left(z-\frac L2\right)^2 .
$$

For $\sigma>0$ the electric potential has its minimum at mid-vacuum. An electron has potential energy $V=-e\phi$, with $e>0$, so its energy has a maximum there. Both signs reverse for a negative slab.

Lengthening the cell lowers the curvature as $1/L$, but the parabola becomes wider. Across a vacuum of width $w$ its height is $\sigma(w/2)^2/(2\varepsilon_0L)=\sigma w^2/(8\varepsilon_0L)$, and $w$ itself grows with $L$. The top looks flatter while its value moves away.

## An exact relation for the potential step

The same conclusion can be reached without assuming a metal. Let $\rho(z)$ be any symmetric density that vanishes before mid-vacuum. The field $E=-\phi'$ is zero at the slab centre by symmetry, so

$$
E(z)=\frac1{\varepsilon_0}\int_0^z\left[\rho(z')-\frac{\sigma}{L}\right]dz' .
$$

The potential difference is the integral of this field from $0$ to $L/2$. In the double integral, the charge at $z'$ contributes to the field at all later points, a distance $L/2-z'$. Exchanging the order of integration therefore gives

$$
\phi(0)-\phi(L/2)=\frac1{\varepsilon_0}\int_0^{L/2}\left(\frac L2-z\right)\left[\rho(z)-\frac{\sigma}{L}\right]dz .
$$

There are three pieces. Half the slab holds charge $\sigma/2$, so the factor $L/2$ gives $\sigma L/4$. The factor $-z$ gives $-M$, where

$$
M=\int_0^{L/2}z\,\rho(z)\,dz .
$$

The background gives $-(\sigma/L)(L^2/8)=-\sigma L/8$. Together,

$$
\phi(0)-\phi(L/2)=\frac1{\varepsilon_0}\left[\frac{\sigma L}{8}-M\right].
$$

If the slab's density is held fixed while the cell is lengthened, $M$ does not change and the step is strictly linear in $L$. This is the coefficient $f(0)=1/8$.

## The response of a metal

A metal adjusts its density to the background. Let $x_0$ be the distance from the slab centre to the centroid of the charge induced on one face, and let $d=2x_0$. Treat the slab as a conductor bounded by these two planes. Its interior field must vanish on average, so it supplies a density $+\sigma/L$ that cancels the background inside. This uses charge $\sigma d/L$ per area. The rest is shared by the faces:

$$
\sigma_{\rm face}=\frac{\sigma}{2}\left(1-\frac dL\right).
$$

Let $M_0$ be the moment of the neutral slab, which describes its surface dipole. The added charge changes the moment by

$$
M-M_0=\frac{\sigma}{L}\int_0^{d/2}z\,dz+\sigma_{\rm face}\frac d2
=\frac{\sigma d^2}{8L}+\frac{\sigma d}{4}-\frac{\sigma d^2}{4L}
=\frac{\sigma d}{4}-\frac{\sigma d^2}{8L}.
$$

The apparent work function is $W_{\rm app}=V(L/2)-E_F$, where $E_F$ is the Fermi level. A constant added to the potential shifts both terms and cancels. Split the difference at the slab centre:

$$
W_{\rm app}=[V(0)-E_F]+\frac{e}{\varepsilon_0}\left[\frac{\sigma L}{8}-M\right].
$$

To leading order the first bracket keeps its neutral value, because the interior of the metal is screened. That bracket and $-eM_0/\varepsilon_0$ make up the neutral work function $W_0$. What remains is

$$
\frac{e\sigma}{\varepsilon_0}\left[\frac L8-\frac d4+\frac{d^2}{8L}\right]
=\frac{e\sigma}{8\varepsilon_0L}\left(L^2-2Ld+d^2\right),
$$

so that

$$
W_{\rm app}(L)=W_0+\frac{e\sigma(L-d)^2}{8\varepsilon_0L}.
$$

The added term is the height of the parabola with vacuum width $w=L-d$, as it should be. In the notation of the opening, $f(u)=(1-u)^2/8$. Differentiation gives

$$
\frac{dW_{\rm app}}{dL}=\frac{e\sigma}{8\varepsilon_0}\left(1-\frac{d^2}{L^2}\right).
$$

The slope vanishes at $L=d$, where no vacuum is left, and rises to $e\sigma/(8\varepsilon_0)$ in long cells. More vacuum makes the dependence stronger, not weaker.

## The numbers for a metal slab

The formula can be compared with a self-consistent Kohn–Sham calculation for jellium, a metal whose ions are smeared into a uniform positive slab. The density parameter is $r_s=3.0$ bohr, the thickness 1.6 nm, and the edge is softened over 0.03 nm. Exchange is local, correlation is of Wigner form, and the electrons are at 300 K. The charge is $\sigma=5.0\ \mu\mathrm{C/cm^2}$, or $0.050\ \mathrm{C/m^2}$. Hence

$$
\frac{e\sigma}{8\varepsilon_0}=0.706\ \mathrm{eV/nm}.
$$

The centroid was taken from a separate calculation in which localised countercharge replaced the background. It gave $x_0=0.872$ nm and $d=1.745$ nm, about 0.07 nm beyond each jellium edge. The centroid depends somewhat on the charge: it lies at 0.872 nm for $+5.0$, about 0.881 nm near zero, and about 0.892 nm for $-5.0\ \mu\mathrm{C/cm^2}$. Nothing was then fitted to the background cells. For $L=8$ nm,

$$
W_{\rm app}=3.411+0.7059\times\frac{(8-1.745)^2}{8}
=3.411+3.452=6.863\ \mathrm{eV}.
$$

With the slab and its charge held fixed, the results are:

| $L$ (nm) | computed (eV) | formula (eV) |
|---:|---:|---:|
| 3 | 3.776 | 3.781 |
| 4 | 4.301 | 4.308 |
| 6 | 5.534 | 5.541 |
| 8 | 6.856 | 6.863 |

The same slab thus has an apparent work function of 3.8 eV or 6.9 eV, according to the amount of empty space in the cell. The formula lies 5 to 7 meV above the computed values, while the effect itself reaches 3.4 eV. A converged grid lowers $W_0$ and both columns by about 1 meV, so the last digit is uncertain but the difference between the columns is not affected. One neglected effect is the change of electron density in the metal. In the 3 nm cell the density falls by 0.174 %, which lowers the kinetic Fermi energy of 5.57 eV by 6.5 meV. Taken alone, this would raise the computed work function above the formula, so it has the wrong sign to explain the difference. The full bracket $V(0)-E_F$ changes little, from $+0.6$ meV at 3 nm to $-2.8$ meV at 8 nm. The larger part of the difference comes from the centroid. In the 4 nm cell the two faces carry only $2.8\ \mu\mathrm{C/cm^2}$, for which $x_0=0.876$ nm, and this value reduces the difference from 7 meV to 1 meV.

The curvature can be followed separately. A parabola fitted to the computed vacuum potential gives $1.412\ \mathrm{V/nm^2}$ at 4 nm and $0.706\ \mathrm{V/nm^2}$ at 8 nm, in agreement with $\sigma/(\varepsilon_0L)$. At 8 nm, moving 0.1 nm from mid-vacuum changes the energy by $\tfrac12\times0.706\times0.01\approx0.004$ eV. That is why the top looks level, although its height is more than 3 eV from the neutral value.

The thickness of the slab matters too. With the same charge and $L=6$ nm, a 2.0 nm slab gives 5.219 eV instead of 5.534 eV. Its neutral work function, 3.463 eV, is slightly higher than that of the thinner slab, so the lower charged value comes from the narrower vacuum.

## Two attempted repairs

One might read the potential at a fixed distance from the surface instead of at mid-vacuum. From the parabola, with $z$ outside the electron tail,

$$
W(z)=W_0+\frac{e\sigma}{2\varepsilon_0L}\left[\left(\frac L2-x_0\right)^2-\left(\frac L2-z\right)^2\right].
$$

The difference of squares factorises:

$$
W(z)=W_0+\frac{e\sigma}{2\varepsilon_0}(z-x_0)\left(1-\frac{x_0+z}{L}\right)
\;\longrightarrow\; W_0+\frac{e\sigma}{2\varepsilon_0}(z-x_0)
\quad(L\to\infty).
$$

This limit is finite, but it depends on the chosen point. At $z=1.3$ nm, which is 0.5 nm outside the jellium edge, the computed reading is 3.955 eV for $L=4$ nm and 4.283 eV for $L=8$ nm, and the limit is 4.618 eV. Moving the point outward by 1 nm would raise the limit by $4\times0.706=2.82$ eV.

The limiting expression also shows that the difficulty is physical. It is the potential energy outside an isolated, infinite charged plane, which rises linearly without end. Such a plane has no vacuum level to which a work function could refer. The background does not spoil a quantity that was well defined before it was added.

A second repair is to subtract the known term $e\sigma(L-d)^2/(8\varepsilon_0L)$. At $L=8$ nm this gives $6.856-3.452=3.404$ eV, close to $W_0=3.411$ eV. The subtraction removes the cell length, but at this order it removes the effect of the charge as well. The result is the work function of the neutral slab.

## What does have a work function

Replace the background by two thin sheets at $z=\pm z_c$, each with charge $-\sigma/2$. The cell is now neutral without a background. By Gauss's law the field between a face and its sheet is $\sigma/(2\varepsilon_0)$, and beyond the sheet it is zero. The outer vacuum is flat, and

$$
W=W_0+\frac{e\sigma}{2\varepsilon_0}(z_c-x_0).
$$

With $z_c=1.2$ nm the second term is $2.82\times0.328=0.92$ eV. The computed work function is 4.331 eV in both the 4 nm and the 6 nm cell. This value is well defined, but it belongs to the electrode together with its countercharge. If the sheets are moved, it changes by 2.82 eV per nanometre, as long as they stay outside the electron tail. In a model of an electrode, the place of the countercharge is part of the physics and has to be specified.

## Negative slabs and the end of the formula

For $\sigma<0$ the parabola turns over, and the electron energy is lowest at mid-vacuum. With the charge of the example reversed and $L=4$ nm, the computed value is 2.536 eV and the formula gives 2.513 eV. The larger difference arises because $x_0$ was found for a positive slab. For the charge that the faces carry in this cell, $-2.8\ \mu\mathrm{C/cm^2}$, the centroid lies 0.014 nm farther out, and with that value the formula agrees with the computed result to about 1 meV.

The mid-vacuum energy reaches the Fermi level when

$$
W_0=\frac{e|\sigma|(L-d)^2}{8\varepsilon_0L},
$$

which for these values gives $L=7.94$ nm, or about 8.0 nm once the larger centroid of a negative slab is allowed for. Self-consistent solutions bracket the onset: the vacuum is empty at 7.6 nm and holds about 8 % of the excess electrons at 8.0 nm. In appreciably longer cells, electrons can lower their energy by moving into the empty region. This was tested by placing the density computed at 4 nm, unchanged, in longer cells and solving once for the electrons in the resulting potential. At 6 nm the number lying more than 1 nm outside the jellium was $4\times10^{-7}$ per excess electron. At 10 nm it was 40. The second number is not a physical population, because electrons that moved out would raise the electron energy in the vacuum and stop the flow. It shows that the slab with an empty vacuum is no longer a self-consistent solution in that cell. The formula for $W_{\rm app}$ then ceases to apply.

## Beside a real electrode

The density $r_s=3$ bohr is roughly that of the $s$ electrons in silver, and 2.5 µC/cm² per face is a plausible, rather modest charge for a metal in a plating bath. Jellium omits the lattice and the $d$ electrons. Its neutral work function of 3.4 eV is about 1 eV below that of silver, which is roughly 4.5 eV. The model value oscillates between 3.41 and 3.48 eV for thicknesses from 1.5 to 2.4 nm, and moves from 3.46 to 3.29 eV as the edge softening goes from 0.005 to 0.06 nm. This error enters $W_0$, not the electrostatic coefficient $e\sigma/(8\varepsilon_0)$. A real plating cell has neither the uniform background nor the empty gap of this model. Take the gap first. If water with a relative permittivity of roughly 78 filled it, the limiting slope would fall from 0.706 eV/nm to 9.0 meV/nm: much smaller, but still not zero. Water next to a metal may screen less well than bulk water. A layer of fixed thickness adds a shift that tends to a constant in long cells, so it changes the work function but not the limiting slope. In a real bath the countercharge consists of ions near the surface, at a distance set by the solution and not by the length of a simulation cell. The sheets at 0.4 nm from the jellium edge imitate that arrangement crudely, without the water between. The remaining values are in the numerical output.

## Numbers as computed

```
Jellium r_s = 3.0 bohr; thickness = 1.6 nm
Jellium edge softening = 0.03 nm; grid = 0.01 nm
Slab charge, both faces = 5.0 uC/cm2
Neutral W0, L = 4 nm: 3.411 eV
Neutral W0, L = 8 nm: 3.411 eV
Induced-charge centroid x0 = 0.8724 nm; d = 2 x0 = 1.7449 nm
Limiting slope e sigma/(8 eps0) = 0.7059 eV/nm
Mid-vacuum apparent work function, background cell:
  L = 3 nm: computed 3.776 eV, formula 3.781 eV
  L = 4 nm: computed 4.301 eV, formula 4.308 eV
  L = 6 nm: computed 5.534 eV, formula 5.541 eV
  L = 8 nm: computed 6.856 eV, formula 6.863 eV
Reading 0.5 nm outside the jellium edge (z = 1.3 nm):
  L = 4 nm: computed 3.955 eV, formula 3.962 eV
  L = 6 nm: computed 4.173 eV, formula 4.181 eV
  L = 8 nm: computed 4.283 eV, formula 4.290 eV
  limit of long cell, formula: 4.618 eV
Curvature of the vacuum potential:
  L = 4 nm: fitted 1.4118, formula 1.4118 V/nm^2
  L = 6 nm: fitted 0.9412, formula 0.9412 V/nm^2
  L = 8 nm: fitted 0.7059, formula 0.7059 V/nm^2
Centre-to-vacuum step, L = 6 nm: direct 4.3744 eV
  same from first moment: 4.3745 eV
Slab 2.0 nm thick: neutral W0 = 3.463 eV
  charged, L = 6 nm: computed 5.219, formula 5.212 eV
Countercharge sheets at z = 1.2 nm:
  W at L = 4 nm: 4.331 eV; at L = 6 nm: 4.331 eV
  W from sheet formula: 4.335 eV
Charge reversed, L = 4 nm: computed 2.536 eV
  formula 2.513 eV
Mid-vacuum reaches Fermi level at L = 7.94 nm (charge reversed)
Vacuum electrons per excess electron, frozen slab, one solve:
  L = 6 nm: 3.9e-07; L = 10 nm: 40.36
Grid halving changes W0 by -0.5 meV
Metal density change by background, L = 3 nm: 0.174 %
  kinetic Fermi energy 5.57 eV shifts by 6.5 meV
Surface field, L = 8 nm: 22.1 MV/cm
Surface field, L = 4 nm: 15.9 MV/cm
Image energy of one face at mid-vacuum, L = 4 nm: 0.32 eV
Schottky lowering, charge reversed, L = 4 nm: 1.51 eV
Thermal energy at 300 K: 25.9 meV
Limiting slope if water (eps = 78, rough) fills the gap: 9.0 meV/nm
```
